Why correlation and spin-orbit coupling do not add in thallium

Q: I want the splitting between the J = 1/2 and J = 3/2 levels of the thallium ground term, 6s²6p ²P. My plan is to take the spin-orbit effect from a Hartree-Fock calculation and the correlation effect from a spin-free calculation, and to add the two. One operator acts on spin and the other is Coulomb repulsion, so I see no reason for them to interfere.

A: Write the plan as an equation first. Let E_J(a,b) be the energy of level J, with a = 1 if spin-orbit coupling is on and b = 1 if correlation is on. Your recipe is

E_J(1,1) ≈ E_J(1,0) + [E_J(0,1) − E_J(0,0)].

What it misses is the cross term of that level,

X_J = E_J(1,1) − E_J(1,0) − E_J(0,1) + E_J(0,0).

With Δ(a,b) = E_3/2(a,b) − E_1/2(a,b), subtracting the two levels gives

X = X_3/2 − X_1/2 = Δ(1,1) − Δ(1,0) − Δ(0,1) + Δ(0,0).

What are Δ(0,0) and Δ(0,1)?

Q: Without spin-orbit coupling the energy depends on L and S but not on how they combine to J. Both are zero.

A: Yes. A spin-free Hamiltonian commutes with L and S separately, so all six states of the ²P term are degenerate, correlated or not. At the Hartree-Fock level this needs a treatment that keeps the symmetry, which the one used below does. Hence

X = Δ(1,1) − Δ(1,0).

The whole correlation correction to this splitting is cross term. Your recipe adds a spin-free correlation energy that is the same for both levels, so it returns the Hartree-Fock splitting unchanged.

Q: Then the order matters. If I correlate first, correlation does nothing.

A: The order changes the credit, not the result. The two routes are

spin-orbit first: Δ(1,1) = Δ(1,0) + X
correlation first: Δ(1,1) = 0 + Δ(1,1).

In the first, correlation is credited with X. In the second it is credited with nothing, and the spin-orbit step has absorbed X. Both end at the same Δ(1,1), because that is one eigenvalue difference of one Hamiltonian.

Q: But why should X differ from zero? Spin-orbit coupling is essentially a one-electron operator, and there is one 6p electron.

A: There is one 6p electron in the leading configuration. Correlation mixes in others, for instance 6p³, reached by exciting both 6s electrons. Take a fixed 6p radial function and the operator ζ l·s for each p electron. From

l·s = ½[j(j+1) − l(l+1) − 3/4], l = 1,

a p_1/2 electron has energy ½(3/4 − 2 − 3/4)ζ = −ζ, and a p_3/2 electron has ½(15/4 − 2 − 3/4)ζ = +ζ/2. The uncorrelated splitting is 3ζ/2.

Next, the coupling. For real orbitals p_x, p_y, p_z, the integral that lifts the pair 6s² into p_a² is (s p_a|s p_a). Only the dipole term of 1/r₁₂ survives, because s times p is a pure l = 1 distribution. Its angular factor is (4π/3)(1/√(4π))² = 1/3, so the integral is G/3, where G = G¹(6s,6p) is the radial exchange integral.

Q: That is in real orbitals. The levels with spin-orbit coupling use p_1/2 and p_3/2.

A: The excited pair is the sum over a of p_a↑p_a↓, that is, of each orbital with its time-reversed partner. This sum keeps its form in any other basis of time-reversed partners. The jj basis is one: it has one p_1/2 pair and two p_3/2 pairs, each of them (m, −m). So each pair again has a coupling of magnitude G/3.

Now apply the Pauli principle. A pair is closed if the odd 6p electron occupies one of its members.

J = 1/2: the p_1/2 pair is blocked; two p_3/2 pairs remain open.
J = 3/2: one p_3/2 pair is blocked; one p_1/2 and one p_3/2 pair remain open.

The squared coupling is V² = 2(G/3)² in both cases, as spin-free degeneracy demands. The energy gaps, however, are no longer equal. Let D be the spin-free gap to the 6p³ state.

For J = 1/2 the excited state is p_1/2 p_3/2², with spin-orbit energy −ζ + ζ = 0. The starting level has −ζ, so the gap is D + ζ.

For J = 3/2 the excited state is half p_1/2² p_3/2, with −2ζ + ζ/2 = −3ζ/2, and half p_3/2³, with +3ζ/2. The mean is 0. The starting level has +ζ/2, so the gap is D − ζ/2 to first order in ζ.

Second-order perturbation theory in V then gives

E_corr,1/2 ≈ −V²/(D + ζ) ≈ −V²/D + V²ζ/D²
E_corr,3/2 ≈ −V²/(D − ζ/2) ≈ −V²/D − V²ζ/(2D²).

Subtracting the first from the second,

X ≈ −(V²/D²)(3ζ/2) = −w Δ(1,0), w = V²/D².

Here w is the weight of 6p³ in the wavefunction, to leading order. A half-filled p shell has no first-order spin-orbit splitting in its ²P term, so mixing it in dilutes the splitting by its weight.

Q: So X is proportional to ζ. It doesn't need a heavy atom at all.

A: In this estimate X divided by the splitting is −w, which does not vanish when ζ does. A heavy p element makes the cross term large in energy. It does not create the non-additivity.

Q: The estimate holds the radial functions fixed, though. What does a calculation give?

A: It needs a Hamiltonian in which spin-orbit coupling can be switched without changing anything else. I use atomic units, with c the speed of light. For one electron in a central potential V(r), expand the large radial component in functions f, g, and the small component in (σ·p/2c) times the same functions. The Dirac equation becomes

V C_L + T C_S = E S C_L
T C_L + (W/4c² − T) C_S = E (T/2c²) C_S,

where V, T and S are the potential, kinetic and overlap matrices. The spin sits in W, the matrix of (σ·p)V(σ·p):

W = ∫ V (f′ + κf/r)(g′ + κg/r) dr.

Here κ = −(l+1) for j = l + 1/2 and κ = l for j = l − 1/2. In both cases κ(κ+1) = l(l+1).

Q: How do you take the spin out of that?

A: Define D_f = f′ − f/r, so that f′ + κf/r = D_f + (κ+1)f/r. The product in W is

D_f D_g + (κ+1)(D_f g + f D_g)/r + (κ+1)² fg/r².

Since (κ+1)² = κ(κ+1) + (κ+1) = l(l+1) + (κ+1), this equals

[D_f D_g + l(l+1)fg/r²] + (κ+1)[(D_f g + f D_g)/r + fg/r²].

The first bracket depends on l alone. The second is a derivative:

(fg/r)′ = (f′g + fg′)/r − fg/r² = (D_f g + f D_g)/r + 2fg/r² − fg/r².

So I can put a strength λ in front of the spin-dependent part:

W(λ) = ∫ V[D_f D_g + l(l+1)fg/r²]dr + λ(κ+1)∫ V (fg/r)′ dr.

Integrating the last term by parts gives −λ(κ+1)∫ V′ fg/r dr. Because −(κ+1) is the value of 2 l·s, division by 4c² yields the familiar operator (1/2c²)(V′/r) l·s. At λ = 0 the spin-orbit part is gone, while the spin-free relativistic effects remain.

Q: That is still a four-component equation.

A: The exact two-component (X2C) step removes the small component. Write C_S = X̂ C_L for the positive-energy solutions. Their normalization is

C_Lᵀ(S + X̂ᵀTX̂/2c²)C_L = 1.

Let A = S^½C_L, and let M be the metric in parentheses, transformed to the orthonormal basis. Then AᵀMA = 1, so M = (AAᵀ)⁻¹. The renormalized orbitals are M^½A = (AAᵀ)^(−½)A, an orthogonal matrix. They carry the Dirac energies E, and they are the one-electron states for the correlation problem.

Q: And the other 78 electrons?

A: They are a frozen core. Their density comes from a self-consistent Dirac calculation for the closed-shell ion Tl³⁺, with a point nucleus and the local exchange potential −(3n/π)^⅓, where n is the core density. The resulting V(r) is the same at all four corners. It also stands inside W, so the core screens the spin-orbit coupling. The radial functions are Gaussians, with integrals evaluated on a logarithmic grid. After the core orbitals are removed, three electrons remain, repelling each other through 1/r₁₂.

"Uncorrelated" means Hartree-Fock for each J separately, with energy

E = 2h_s + h_p + F⁰(ss) + 2F⁰(sp) − G¹(sp)/3,

where h_s and h_p are one-electron energies and F⁰ are direct Coulomb integrals. The formula is the same for both j. At λ = 0 the radial functions also agree, which secures Δ(0,0) = 0.

"Correlated" means full configuration interaction (CI): the lowest eigenvalue, found by an iterative Lanczos method, in the space of all three-electron determinants from the same orbitals. There are 5 radial functions for s, 5 for p, 4 for d and 2 for f, for each j. This makes 108 spin-orbitals. The ²P term has odd parity, so only odd determinants are needed, and 15391 of these have M_J = 1/2.

Q: And the four corners?

A: The splittings are

spin-orbit off, Hartree-Fock: 0
spin-orbit off, CI: 0
spin-orbit on, Hartree-Fock: 13142 cm⁻¹ (1.63 eV)
spin-orbit on, CI: 12373 cm⁻¹ (1.53 eV).

The cross term is

X = 12373 − 13142 ≈ −770 cm⁻¹ (−0.095 eV),

which is −5.9 percent of the Hartree-Fock splitting. With spin-orbit coupling first, the steps are 13142 and −770 cm⁻¹. With correlation first, they are 0 and 12373 cm⁻¹.

Q: The measured splitting is roughly 8 × 10³ cm⁻¹. Your number is far too big.

A: It is more than half as large again as the measured value, and correlation among the valence electrons removes little of that excess. The model is therefore not a quantitative description of thallium, and −770 cm⁻¹ should not be used to correct a better calculation.

Most of the excess comes from the core exchange potential. It falls off as the cube root of the core density, so it can stay strongly attractive in the outer region, where the true exchange of a 6p electron with the core is weak. That pulls the 6p electron inward and enlarges its spin-orbit coupling. If the local potential is replaced, for the valence electrons, by nonlocal exchange with the same frozen core orbitals, the 6p functions expand by about a fifth. The splitting then falls to about 7.3 × 10³ cm⁻¹ in Hartree-Fock and 6.9 × 10³ cm⁻¹ in CI. X becomes about −450 cm⁻¹, again about −6 percent. The model also leaves out core-valence correlation, the Breit interaction, the spin-orbit screening by the 6s electrons and the finite nuclear size.

What survives is the argument about the corners, which rests on symmetry. The size of X belongs to the model, and its sign refers to correlation among the three valence electrons only. With nonlocal core exchange the Hartree-Fock splitting already lies below the measured one, so the omitted effects must together raise it, and the full correction for real thallium need not be negative.

Q: Where does X sit, in one level or in both?

A: In both. Without spin-orbit coupling the correlation energy is −8585 cm⁻¹. With it, the values are −8138 cm⁻¹ for J = 1/2 and −8908 cm⁻¹ for J = 3/2. Therefore

X_1/2 = −8138 + 8585 = +447 cm⁻¹
X_3/2 = −8908 + 8585 = −323 cm⁻¹,

and −323 − 447 = −770 cm⁻¹. The lower level loses correlation energy and the upper one gains it, so they move together.

If the response were purely first order in spin-orbit coupling, it would follow L·S, which is −1 for J = 1/2 and +1/2 for J = 3/2. The two shifts would then stand in the ratio −2 to 1. The actual ratio is about −1.4 to 1, so higher orders are visible.

Q: Is the 6p³ dilution enough to explain this?

A: Its sign is right, but its size is not. Keep one 6s and one 6p radial function for each j, taken from the field of the 6s² ion, so that 6p³ is the only configuration that can mix in. The cross term in this small space is −870 cm⁻¹. The correlation energies are −1902 cm⁻¹ for J = 1/2 and −2773 cm⁻¹ for J = 3/2.

For J = 1/2 there is a single 6p³ state, so the problem is a two-by-two matrix with coupling V and gap g. The lowering e > 0 satisfies

e(e + g) = V².

The first-order mixing coefficient is V/g, and the exact one is e/V. With V = 17456 cm⁻¹,

e/V = 1902/17456 = 0.109, (e/V)² = 0.012.

With this weight the dilution formula gives about −0.012 × 13142 ≈ −160 cm⁻¹. Strictly, the formula calls for the spin-free weight, which is somewhat larger, but the estimate still falls far short of −870 cm⁻¹.

Q: Then what did the formula miss?

A: It used one radial function for both j. With spin-orbit coupling on, the two 6p functions differ, and so do their exchange integrals with 6s:

G_1/2 = 47027 cm⁻¹, G_3/2 = 37030 cm⁻¹.

The blocking rule now gives unequal couplings:

J = 1/2: V² = 2(G_3/2/3)², V = √2 × 37030/3 = 17456 cm⁻¹
J = 3/2: V² = (G_1/2/3)² + (G_3/2/3)², V = 19952 cm⁻¹.

The excitation into the p_1/2 pair has the larger integral. It is open to J = 3/2 and closed to J = 1/2.

Q: Can you separate that from the effect of the gaps?

A: You can try, and you will meet your original problem again. Write each lowering as e = V²/K, which defines an effective denominator K:

J = 1/2: K = 17456²/1902 ≈ 160200 cm⁻¹
J = 3/2: K = 19952²/2773 ≈ 143600 cm⁻¹.

Start from J = 1/2 and change the denominator first. The lowering becomes 17456²/143600 ≈ 2122 cm⁻¹, a change of 220. Changing the coupling then adds 650. In the other order, the coupling first gives 19952²/160200 ≈ 2485 cm⁻¹, a change of 583, and the denominator then adds 288. Both routes total about 870 cm⁻¹. The coupling has the larger share either way, but neither share is a unique number.

Q: The small space gives −870 and the large one −770 cm⁻¹. Are the other excitations worth +100?

A: That is the difference between two calculations, not the energy of one process. The larger space admits other excitations, lets the orbitals relax, and changes the weight of 6p³ as well.

The orbital space also limits the accuracy of X. Without f functions X is −826 cm⁻¹, so they change it by about 57 cm⁻¹. Enlarging the s, p and d sets to 6, 6 and 5 functions, still without f, changes X by about 1 cm⁻¹. Going from two to four f functions changes X by only 2 cm⁻¹, but adding two g functions moves it to about −737 cm⁻¹. The remaining uncertainty within the model thus lies mainly in higher l. A denser Gaussian basis on a finer grid shifts the Hartree-Fock splitting by about 2 cm⁻¹ and G_3/2 by about 5 cm⁻¹, so their last digits are not converged, while X without f moves by less than 1 cm⁻¹. I would read X as roughly −0.7 × 10³ cm⁻¹.

Q: Suppose I correlate without spin-orbit coupling and then add the coupling as a first-order perturbation to the correlated state. Do I lose the cross term?

A: Not the part linear in the coupling. To see how large that part is, set λ = 0.1 and divide the splittings by 0.1:

Hartree-Fock: 12182 cm⁻¹
CI: 11522 cm⁻¹
cross term: −660 cm⁻¹.

If X(λ) = aλ + bλ², the two strengths give

a + 0.1b = −660, a + b = −770.

Subtracting, 0.9b = −110, so b ≈ −122 and a ≈ −648 cm⁻¹. With cubic and higher terms neglected, the linear part is about 84 percent of the full X.

The linear response here includes the change of the valence orbitals as the core orbitals respond to λ. A perturbation calculation with a fixed spin-orbit operator in a small orbital space could miss some of it. What loses the cross term entirely is taking the spin-orbit splitting from the uncorrelated state.

These numbers also bear on your remark about heavy atoms. At one tenth of the coupling strength X is −660/12182 = −5.4 percent of the Hartree-Fock splitting, against −5.9 percent at full strength. Weakening the coupling shrinks X in energy but hardly changes its proportion.

Q: Is there any interval for which a spin-free correlation correction is worth adding?

A: Yes, an interval between levels from different LS terms, such as ²P and ⁴P. There Δ(0,0) and Δ(0,1) generally differ, so correlation has a spin-free contribution of its own:

Δ(1,1) = Δ(1,0) + [Δ(0,1) − Δ(0,0)] + X.

Your recipe keeps the bracket and drops X. Whether that is acceptable depends on the size of X compared with the accuracy you need. Within one LS term the bracket is zero, and a spin-free calculation of the correlation energy, however accurate, cannot improve the splitting. For that, correlation and spin-orbit coupling must meet in the same calculation, either in one Hamiltonian or through a spin-orbit operator acting on correlated states.
